# Projecting the Kanamori interaction on the j_eff = 1/2 doublet

An ion in a cubic field has a \(t_{2g}\) shell made of the real orbitals \(yz\), \(zx\), \(xy\), labelled \(x\), \(y\), \(z\) in this order. The \(e_g\) orbitals are far away and are left out. Electrons in the shell feel the spin-orbit term \(\lambda\,\mathbf l\cdot\mathbf s\) with \(\lambda>0\), and the Kanamori interaction

\[
\begin{aligned}
H_K={}&U\sum_a n_{a\uparrow}n_{a\downarrow}+U'\sum_{a\ne b}n_{a\uparrow}n_{b\downarrow}+(U'-J)\sum_{a<b,\sigma}n_{a\sigma}n_{b\sigma}\\
&-J_f\sum_{a\neq b}d^\dagger_{a\uparrow}d_{a\downarrow}d^\dagger_{b\downarrow}d_{b\uparrow}+J_p\sum_{a\ne b}d^\dagger_{a\uparrow}d^\dagger_{a\downarrow}d_{b\downarrow}d_{b\uparrow}.
\end{aligned}
\]

The last two terms are spin flip and pair hopping. For real orbitals both strengths are the same exchange integral, so \(J_f=J_p=J\). They are kept apart at first to show what each does. Atomic units are used in the algebra (\(\hbar=1\)), eV for numbers. A two-electron state is written \([u\,v]=u^\dagger v^\dagger|0\rangle\), so that \([u\,v]=-[v\,u]\).

## (a) The spin-orbit states

**Find the eigenstates and energies of \(\lambda\,\mathbf l\cdot\mathbf s\) within the shell.**

Apply \(l_x=-i(y\partial_z-z\partial_y)\) to the orbital shapes:

\[
l_x(zx)=-i\,xy,\qquad l_x(xy)=+i\,zx,\qquad l_x(yz)=-i(y^2-z^2).
\]

The last function is of \(e_g\) type and is projected out. An ordinary vector has \(L_x y=iz\) and \(L_x z=-iy\). In the labels \(x,y,z\) the first two results have the opposite signs, and the other components follow by cyclic permutation. Hence \(\mathbf l=-\mathbf L\) in the shell, with \(L=1\).

Define the effective momentum \(\mathbf j=\mathbf L+\mathbf s\). Then

\[
\lambda\,\mathbf l\cdot\mathbf s=-\frac{\lambda}{2}\left[j(j+1)-2-\tfrac34\right],
\]

which is \(+\lambda\) for \(j=1/2\) and \(-\lambda/2\) for \(j=3/2\). The doublet lies above the quartet.

The combination \(\sum_a|a\rangle\sigma_a|s\rangle\), with Pauli matrices \(\sigma_a\), is a scalar product of two vectors acting on a spinor. It therefore transforms as a spin 1/2. Its squared norm is 3, because \(\sum_a\sigma_a^2=3\). The doublet is

\[
D_\uparrow=\frac{z_\uparrow+x_\downarrow+iy_\downarrow}{\sqrt3},\qquad
D_\downarrow=\frac{x_\uparrow-iy_\uparrow-z_\downarrow}{\sqrt3}.
\]

For the quartet use \(p_\pm=\mp(x\pm iy)/\sqrt2\) and \(p_0=z\), for which \(L_-p_+=\sqrt2\,p_0\) and \(L_-p_0=\sqrt2\,p_-\). Start from \(Q_{3/2}=p_{+\uparrow}\) and lower with \(j_-\), whose factors are \(\sqrt3,2,\sqrt3\):

\[
Q_{1/2}=\frac{\sqrt2\,p_{0\uparrow}+p_{+\downarrow}}{\sqrt3},\quad
Q_{-1/2}=\frac{p_{-\uparrow}+\sqrt2\,p_{0\downarrow}}{\sqrt3},\quad
Q_{-3/2}=p_{-\downarrow}.
\]

In the same basis \(D_\uparrow=(p_{0\uparrow}-\sqrt2\,p_{+\downarrow})/\sqrt3\), which is orthogonal to \(Q_{1/2}\).

## (b) Two electrons under the interaction alone

**Find the 15 two-electron levels of \(H_K\), and the relation between \(U'\), \(U\) and \(J\) for a spherical \(d\) shell.**

Parallel spins in different orbitals have energy \(U'-J\). For opposite spins in orbitals \(a\ne b\), the states \([a_\uparrow b_\downarrow]\) and \([b_\uparrow a_\downarrow]\) both have diagonal energy \(U'\). Moving the operators of the spin-flip term through \([b_\uparrow a_\downarrow]\) costs one minus sign, which cancels the minus in front of \(J_f\). The off-diagonal element is \(+J_f\). Therefore

\[
[a_\uparrow b_\downarrow]+[a_\downarrow b_\uparrow]=[a_\uparrow b_\downarrow]-[b_\uparrow a_\downarrow]:\;U'-J_f,
\qquad
[a_\uparrow b_\downarrow]+[b_\uparrow a_\downarrow]:\;U'+J_f .
\]

The first is the spin triplet with zero projection, the second a singlet. Pair hopping connects the three states \([a_\uparrow a_\downarrow]\) with element \(J_p\). Their equal-sign sum has energy \(U+2J_p\), and the two orthogonal combinations have \(U-J_p\).

For a spherical shell the Slater integrals \(F^0,F^2,F^4\) enter \(U,U',J\) with factors obtained by angular integration. For \(F^2\) they are \(0.081633,\,-0.040816,\,0.061224\), so \(U-U'\) has the factor \(0.122449\), twice that of \(J\). For \(F^4\) the difference is \(0.081633+0.009070=0.090703\), again twice \(0.045351\) to rounding. \(F^0\) contributes equally to \(U\) and \(U'\) and not to \(J\). Hence \(U'=U-2J\).

With this relation and \(J_f=J_p=J\), the levels are

\[
{}^3P:\;U-3J\;(9\text{ states}),\qquad {}^1D:\;U-J\;(5),\qquad {}^1S:\;U+2J\;(1).
\]

The three singlets at \(U'+J\) and the two at \(U-J\) have merged into one \(L=2\) level. The energies now depend on \(L\) and \(S\) alone. Since \(H_K\) is a pure two-body operator, it is fixed by its action on pairs, so it is invariant under separate rotations of \(\mathbf L\) and \(\mathbf S\) for any electron number.

## (c) Projection on the doublet

**With the quartet empty, find the projected interaction, first for independent \(U,U',J,J_f,J_p\).**

The projected space holds zero, one or two electrons. A two-body operator vanishes on the first two cases, so the projection is \(U_{\rm eff}\,n_{D\uparrow}n_{D\downarrow}\), with \(U_{\rm eff}\) the expectation value in \(|A\rangle=[D_\uparrow D_\downarrow]\). Multiply out the nine products, using \([x_\downarrow x_\uparrow]=-[x_\uparrow x_\downarrow]\) and \(i(-i)[y_\downarrow y_\uparrow]=-[y_\uparrow y_\downarrow]\):

\[
\begin{aligned}
3|A\rangle={}&-\big([x_\uparrow x_\downarrow]+[y_\uparrow y_\downarrow]+[z_\uparrow z_\downarrow]\big)
-i\big([x_\uparrow y_\downarrow]+[x_\downarrow y_\uparrow]\big)\\
&-[x_\uparrow z_\uparrow]-[x_\downarrow z_\downarrow]+i[y_\uparrow z_\uparrow]-i[y_\downarrow z_\downarrow].
\end{aligned}
\]

Each bracket has squared amplitude \(1/9\). The first group has weight \(3/9\) and is the equal-sign sum with energy \(U+2J_p\). The second has weight \(2/9\) and is a triplet at \(U'-J_f\). The four parallel-spin terms have weight \(4/9\) and energy \(U'-J\). All three groups are eigenstates, and \(H_K\) does not connect them, so

\[
U_{\rm eff}=\frac{U+2J_p}{3}+\frac{2(U'-J_f)}{9}+\frac{4(U'-J)}{9}.
\]

For \(J_f=J_p=J\) the exchange terms cancel: \(+2J/3\) from pair hopping against \(-2J/3\) from the triplets. What remains is \((U+2U')/3\), the average repulsion when the second electron is found in the same orbital with probability \(1/3\). Inserting \(U'=U-2J\),

\[
\boxed{U_{\rm eff}=U-\frac{4J}{3}}
\]

The reduction thus comes through \(U'<U\). Keeping density terms alone, \(J_f=J_p=0\), breaks the cancellation and gives \(U-4J/3-4J/9=U-16J/9\).

Take round model parameters \(U=2.0\) eV, \(J=0.3\) eV, so \(U'=1.4\) eV. Then \(U_{\rm eff}=2.0-0.4=1.6\) eV, or 0.0588 hartree. The density-only form gives 1.47 eV.

## (d) Couplings to the quartet

**List all matrix elements of \(H_K\) that involve the quartet, with \(U'=U-2J\) and \(J_f=J_p=J\).**

\(H_K\) conserves the total effective momentum \(K\) of a pair. The pair types are \(DD\) with \(K=0\), \(DQ\) with \(K=1,2\), and \(QQ\) with \(K=0,2\), the values allowed by antisymmetry. The count is \(1+3+5+1+5=15\). On the other side, \({}^3P\) contains \(K=0,1,2\), while \({}^1D\) has \(K=2\) and \({}^1S\) has \(K=0\).

One result is immediate. \(DD\) has \(K=0\) and \(DQ\) does not, so the element that moves one electron from a full doublet into an empty quartet vanishes.

**Total \(K=0\).** Let \(|S\rangle=([x_\uparrow x_\downarrow]+[y_\uparrow y_\downarrow]+[z_\uparrow z_\downarrow])/\sqrt3\), and let \(|T\rangle\) be the normalized triplet part of \(|A\rangle\). The expansion in (c) reads

\[
|A\rangle=-\sqrt{\tfrac13}\,|S\rangle+\sqrt{\tfrac23}\,|T\rangle,\qquad
|B\rangle=\sqrt{\tfrac23}\,|S\rangle+\sqrt{\tfrac13}\,|T\rangle,
\]

where \(|B\rangle\), the orthogonal partner, must be the \(QQ\) pair. With energies \(U+2J\) for \(S\) and \(U-3J\) for \(T\),

\[
\langle B|H_K|B\rangle=U+\frac J3,\qquad
V_0=\langle B|H_K|A\rangle=\frac{\sqrt2}{3}\big[-(U+2J)+(U-3J)\big]=-\frac{5\sqrt2}{3}J .
\]

To write \(|B\rangle\) in quartet states, set \(|B\rangle=\alpha[Q_{3/2}Q_{-3/2}]+\beta[Q_{1/2}Q_{-1/2}]\). The raising operator gives \(\sqrt3(\alpha+\beta)[Q_{3/2}Q_{-1/2}]\), which must vanish for \(K=0\), so \(\beta=-\alpha\). For the sign, note that

\[
[Q_{3/2}Q_{-3/2}]=-\tfrac12\big([x_\uparrow x_\downarrow]+[y_\uparrow y_\downarrow]-i[x_\uparrow y_\downarrow]+i[y_\uparrow x_\downarrow]\big)
\]

has overlap \(-1/\sqrt3\) with \(|S\rangle\). Since \(|S\rangle\) contains \(|B\rangle\) with amplitude \(\sqrt{2/3}\) and \(|A\rangle\) has no quartet part, \(\sqrt{2/3}\,\alpha=-1/\sqrt3\), so \(\alpha=-1/\sqrt2\). The pair-transfer elements are therefore

\[
\langle Q_{1/2}Q_{-1/2}|H_K|A\rangle=-\frac{5J}{3},\qquad
\langle Q_{3/2}Q_{-3/2}|H_K|A\rangle=+\frac{5J}{3}.
\]

**Total \(K=1\).** There is one such multiplet, of type \(DQ\), and it is pure \({}^3P\). Its energy is \(U-3J\).

**Total \(K=2\).** Take the states of highest projection:

\[
\begin{aligned}
|C\rangle&=[D_\uparrow Q_{3/2}]=\frac{-[p_{+\uparrow}p_{0\uparrow}]+\sqrt2\,[p_{+\uparrow}p_{+\downarrow}]}{\sqrt3},\\
|B_2\rangle&=[Q_{3/2}Q_{1/2}]=\frac{\sqrt2\,[p_{+\uparrow}p_{0\uparrow}]+[p_{+\uparrow}p_{+\downarrow}]}{\sqrt3}.
\end{aligned}
\]

The first bracket has parallel spins and belongs to \({}^3P\). The second has orbital projection 2 and belongs to \({}^1D\). Thus

\[
\begin{aligned}
\langle C|H_K|C\rangle&=\tfrac13(U-3J)+\tfrac23(U-J)=U-\tfrac{5J}{3},\\
\langle B_2|H_K|B_2\rangle&=\tfrac23(U-3J)+\tfrac13(U-J)=U-\tfrac{7J}{3},\\
V_2=\langle B_2|H_K|C\rangle&=\tfrac{\sqrt2}{3}\big[(U-J)-(U-3J)\big]=\tfrac{2\sqrt2}{3}J .
\end{aligned}
\]

Rotational invariance gives the same values for all five projections \(M\), if both multiplets are generated by lowering.

**Density and exchange form.** The two \(DQ\) energies can be written as \(\bar V+I\,\mathbf S_D\cdot\mathbf J_Q\), with \(\mathbf S_D\) and \(\mathbf J_Q\) the effective momenta of doublet and quartet. From \(\mathbf S_D\cdot\mathbf J_Q=[K(K+1)-\tfrac34-\tfrac{15}4]/2\), the product is \(-5/4\) for \(K=1\) and \(+3/4\) for \(K=2\). Subtracting the two energies gives \(2I=4J/3\), so \(I=2J/3\), and then \(\bar V=U-5J/3-J/2=U-13J/6\).

Let \(A^\dagger,B^\dagger,B^\dagger_{2M},C^\dagger_{2M}\) create the pairs above. The complete interaction is

\[
\begin{aligned}
H_K={}&\left(U-\tfrac{4J}3\right)n_{D\uparrow}n_{D\downarrow}+\left(U-\tfrac{13J}6\right)N_DN_Q+\tfrac{2J}{3}\,\mathbf S_D\cdot\mathbf J_Q\\
&+V_0\,(B^\dagger A+A^\dagger B)+V_2\sum_M(B^\dagger_{2M}C_{2M}+C^\dagger_{2M}B_{2M})\\
&+\left(U+\tfrac J3\right)B^\dagger B+\left(U-\tfrac{7J}3\right)\sum_M B^\dagger_{2M}B_{2M}.
\end{aligned}
\]

A numerical test on the whole 64-dimensional space of the shell confirms this identity for the chosen parameters.

The exchange constant is positive, which favours antiparallel effective momenta. This agrees with Hund's rule for the true spins: the favoured \(K=1\) pair is entirely spin triplet, whereas the \(K=2\) pair has triplet weight \(1/3\).

In the example \(\bar V=1.35\) eV and \(I=0.20\) eV. The pair transfers are \(\mp0.50\) eV, or \(V_0=-0.71\) eV for the normalized pair, and \(V_2=0.28\) eV. The pair transfer is not small against \(\lambda=0.4\) eV, the value used below.

## (e) The doublet above a filled quartet

**In a \(t_{2g}^5\) ion the quartet is full. Does this change the projected repulsion?**

The filled quartet contains each of its six pairs once, so its interaction energy is the sum of the diagonal \(QQ\) energies:

\[
E_Q=\left(U+\tfrac J3\right)+5\left(U-\tfrac{7J}3\right)=6U-\tfrac{34J}{3}.
\]

A filled shell has \(N_Q=4\) and \(\mathbf J_Q=0\). Each doublet electron is therefore shifted by

\[
\varepsilon=4\left(U-\tfrac{13J}{6}\right)=4U-\tfrac{26J}{3},
\]

equally for both doublet states. With the quartet kept full, the interaction energies for zero, one and two doublet electrons are \(E_Q\), \(E_Q+\varepsilon\) and \(E_Q+2\varepsilon+U_{\rm eff}\). Their second difference is again \(U-4J/3\).

In numbers, \(E_Q=12.0-3.4=8.6\) eV and \(\varepsilon=8.0-2.6=5.4\) eV. The full shell has \(8.6+2(5.4)+1.6=21.0\) eV.

## (f) When the projection is adequate

**Find the charge gap \(\Delta=E_4+E_6-2E_5\) of the isolated ion, where \(E_N\) is the ground energy with \(N\) electrons, and compare it with \(U_{\rm eff}\).**

It is easiest to count holes. Write \(H_K=\sum_pE_pP_p^\dagger P_p\), where \(P_p^\dagger\) creates the pair eigenstate \(p\). Reordering to \(P_pP_p^\dagger\) adds a constant and a one-body term. The latter is invariant under separate \(\mathbf L\) and \(\mathbf S\) rotations, so within this shell it is proportional to the particle number. Now \(P_p\) creates a pair of holes in the conjugate orbitals, so two holes have the same interaction levels as two electrons. Constants and number terms cancel in \(\Delta\). The spin-orbit energies change sign: a hole has \(-\lambda\) in the doublet and \(+\lambda/2\) in the quartet.

One hole sits in the doublet, at \(-\lambda\). Two holes with \(K=0\) have diagonal energies

\[
DD:\;-2\lambda+U-\tfrac{4J}{3},\qquad QQ:\;+\lambda+U+\tfrac J3,
\]

with separation \(G=3\lambda+5J/3\) and coupling of magnitude \(|V_0|\).

The ground state has \(K=0\) for \(\lambda,J>0\). The trial state \({}^3P\) with \(K=0\) has weights \(2/3\) on \(DD\) and \(1/3\) on \(QQ\), hence energy \(U-3J-\lambda\). For \(K=1\) and \(K=2\), the interaction is at least \(U-3J\) and the spin-orbit energy at least \(-\lambda/2\), so these states lie higher.

Taking the lower root of the \(2\times2\) problem and subtracting twice the one-hole energy,

\[
\Delta=U-\frac{4J}{3}+\frac G2-\sqrt{\frac{G^2}{4}+V_0^2},\qquad V_0^2=\frac{50J^2}{9}.
\]

**Strong spin-orbit coupling.** For \(G\gg|V_0|\), expanding the root gives

\[
\Delta\simeq U-\frac{4J}{3}-\frac{V_0^2}{G}.
\]

The correction tends to \(-50J^2/(27\lambda)\). Because \(U\) cancels in \(G\), the correction in eV and the quartet admixture of the two-hole state depend on \(\lambda\) and \(J\) alone. The admixture falls from \(1/3\) as \(\lambda\to0\) to 0.15 at \(\lambda=J\) and 0.04 at \(\lambda=3J\). A large \(U\) changes neither the admixture nor the correction. It only makes the correction, whose magnitude is largest at \(\lambda=0\) where it equals \(5J/3\), a smaller fraction of \(U_{\rm eff}\).

**No spin-orbit coupling.** At \(\lambda=0\), \(G/2=5J/6\) and the root is \(J\sqrt{25/36+200/36}=5J/2\). Then \(\Delta=U-4J/3-5J/3=U-3J\), the Hund's-rule value.

**Example.** For \(\lambda=0.4\) eV, \(G=1.2+0.5=1.7\) eV and \(V_0^2=0.50\) eV², so

\[
\Delta=1.6+0.85-\sqrt{0.7225+0.50}=1.344\ \text{eV}=0.0494\ \text{hartree}.
\]

Full diagonalization gives \(E_4=7.544\), \(E_5=13.600\) and \(E_6=21.000\) eV, hence the same gap. It lies 0.256 eV below the projected repulsion, or 16% of the latter. The second-order formula gives \(1.6-0.50/1.7=1.306\) eV and overestimates the size of the correction by 15%.

The mixing angle of the \(2\times2\) problem satisfies \(\tan2\theta=2|V_0|/G\). The weight of the quartet pair in the two-hole ground state is then

\[
\sin^2\theta=\frac12\left(1-\frac{G}{\sqrt{G^2+4V_0^2}}\right)=0.116 .
\]

Within the \(t_{2g}\) shell the one-hole state has no such admixture, so a pure \(j=1/2\) hole in \(t_{2g}^5\) does not show that the two-hole state is pure as well.

The approach to the projected value is slow: the gap is 1.100 eV at \(\lambda=0\), 1.507 eV at 1.6 eV and 1.575 eV at 6.4 eV, against the limit of 1.600 eV. The larger values serve to display the limit. The numerical output lists the full scan.

\(\Delta\) belongs to an isolated cubic ion in this model. Leaving out the \(e_g\) orbitals needs \(\lambda\) and \(J\) small against the cubic splitting \(10Dq\), and the digits of the example do not survive a splitting of a few eV. In the full \(d\) shell with the same \(U\), \(J\) and \(\lambda=0.4\) eV, spin-orbit and Coulomb mixing with \(e_g\) raise the gap from 1.344 eV to 1.41–1.43 eV at \(10Dq=3\) eV (for \(F^4/F^2\) from 0.8 to 0.625). The five-electron ground state then has weight 0.13 outside the configuration of a full quartet and one doublet electron. A noncubic field changes the composition of the doublet and with it the weights in (c). For a tetragonal field that gives the doublet an \(xy\) weight \(w\), the projected repulsion is \(U-4J/3+3J(w-\tfrac13)^2\). It is smallest at the cubic point and changes there only in second order, reaching 1.625 eV at \(w=1/2\) in the example. In a lattice, hopping between doublet and quartet states can also produce the \(DQ\) pairs with \(K=1,2\), which a one-band model with a single repulsion does not contain.

## Computed results

```
U = 2.0000 eV, J = 0.3000 eV, lambda = 0.4000 eV
U' = U - 2J = 1.4000 eV
factor of F0 in U, U', J: 1.000000, 1.000000, 0.000000
factor of F2 in U, U', J: 0.081633, -0.040816, 0.061224
factor of F4 in U, U', J: 0.081633, -0.009070, 0.045351
doublet level 0.4000 eV, quartet level -0.2000 eV
pair levels 3P, 1D, 1S: 1.1000, 1.7000, 2.6000 eV
orbital-singlet weight in doublet pair: 0.333333
projected repulsion: 1.6000 eV = 0.058799 hartree
without spin flip and pair hopping: 1.4667 eV
doublet-quartet average repulsion: 1.3500 eV
doublet-quartet exchange constant: 0.2000 eV
doublet-quartet pair, total 1: 1.1000 eV
doublet-quartet pair, total 2: 1.5000 eV
pair transfer to Q(1/2)Q(-1/2): -0.5000 eV
pair transfer to Q(3/2)Q(-3/2): 0.5000 eV
pair transfer to normalized total 0: -0.7071 eV
correlated single transfer, total 2: 0.2828 eV
single transfer from full doublet below 1e-10 eV: True
quartet pair, total 0: 2.1000 eV
quartet pair, total 2: 1.3000 eV
filled-quartet interaction energy: 8.6000 eV
doublet shift by filled quartet: 5.4000 eV
repulsion above filled quartet: 1.6000 eV
two-hole separation G: 1.7000 eV
ground energy with 4 electrons: 7.5443 eV
ground energy with 5 electrons: 13.6000 eV
ground energy with 6 electrons: 21.0000 eV
ion charge gap: 1.3443 eV = 0.049403 hartree
gap minus projected repulsion: -0.2557 eV
second-order estimate of gap: 1.3059 eV
quartet-pair weight in two-hole ground state: 0.1156
scan: lambda = 0.0 eV, charge gap = 1.1000 eV
scan: lambda = 0.1 eV, charge gap = 1.1876 eV
scan: lambda = 0.4 eV, charge gap = 1.3443 eV
scan: lambda = 1.6 eV, charge gap = 1.5073 eV
scan: lambda = 6.4 eV, charge gap = 1.5747 eV
scan: lambda = 100.0 eV, charge gap = 1.5983 eV
```
